# Where a Photoelectron Signal Originates: The Three-Attenuation-Length Estimate: verification in Python

```python
# Result under test: for a thick uniform film whose no-loss photoelectrons escape
# along the surface normal with probability exp(-z/lam), the share of the signal
# from depths 0..t is F(t) = 1 - exp(-t/lam), so F(3 lam) is about 95 percent.
# z: depth (nm); lam: attenuation length (nm); d: film thickness (nm).
# Elastic scattering: omega = elastic share of all collisions, tau = depth
# in total mean free paths, J(tau) = relative escape probability along the normal.
import numpy as np
from scipy.integrate import quad, dblquad
from scipy.special import expn

lam = 2.0               # rough typical value, Hf 4f electrons in hafnium oxide
d_thick = 20.0          # blanket reference film
d_gate = 3.0            # thin gate film
depth3 = 3 * lam


def share(depth, profile, bottom, breaks=()):
    """Share of the signal from 0..depth, by piecewise quadrature."""
    edges = sorted({0.0, depth, bottom, *breaks})
    parts = [(b, quad(profile, a, b, epsabs=1e-13)[0])
             for a, b in zip(edges[:-1], edges[1:])]
    return sum(v for b, v in parts if b <= depth) / sum(v for b, v in parts)


def escape(z):
    return np.exp(-z / lam)


# Slab-by-slab loss: no exponential is used on this side
slabs_per_length = 2000
loss = 1.0 / slabs_per_length
survival = np.cumprod(np.full(30 * slabs_per_length, 1 - loss))
cumulative = np.cumsum(survival) / survival.sum()
F = {}
for m in (1, 2, 3):
    F[m] = 1 - np.exp(-m)
    assert abs(cumulative[m * slabs_per_length - 1] - F[m]) < 3e-4
F3 = F[3]
assert abs(F3 - 0.95) < 0.001
t95 = lam * np.log(20)
t95_slabs = (np.searchsorted(cumulative, 0.95) + 1) * lam / slabs_per_length
assert abs(t95 - t95_slabs) < 0.005

# Finite thickness
F_finite = F3 / (1 - np.exp(-d_thick / lam))
assert abs(F_finite - share(depth3, escape, d_thick)) < 1e-9
t95_gate = -lam * np.log(1 - 0.95 * (1 - np.exp(-d_gate / lam)))
assert abs(share(t95_gate, escape, d_gate) - 0.95) < 1e-9
gate_of_thick = 1 - np.exp(-d_gate / lam)
assert abs(gate_of_thick - share(d_gate, escape, 30 * lam)) < 1e-9

# Oblique emission: the path to the surface is z / cos(theta)
tilt = 60.0
cos_tilt = np.cos(np.radians(tilt))
F_tilt = 1 - np.exp(-3 / cos_tilt)
assert abs(F_tilt - share(depth3, lambda z: np.exp(-z / cos_tilt / lam),
                          30 * lam)) < 1e-9

# Emitter density halved in a top layer: uniformity matters
s_top = 2.0
F_depleted = 1 - np.exp(-3) / (1 - 0.5 * (1 - np.exp(-s_top / lam)))
F_depleted_num = share(depth3, lambda z: (0.5 if z < s_top else 1.0) * escape(z),
                       30 * lam, (s_top,))
assert abs(F_depleted - F_depleted_num) < 1e-8
assert F_depleted < F3 - 0.01

# Error of the attenuation length at fixed depth
lam_error = 0.20
F_long = 1 - np.exp(-depth3 / (lam * (1 + lam_error)))
F_short = 1 - np.exp(-depth3 / (lam * (1 - lam_error)))
for factor, value in ((1 + lam_error, F_long), (1 - lam_error, F_short)):
    numeric = share(depth3, lambda z: np.exp(-z / (lam * factor)), 30 * lam)
    assert abs(numeric - value) < 1e-9

# X-ray attenuation on the way in
xray_length, elevation = 500.0, 35.0
xray_depth = xray_length * np.sin(np.radians(elevation))
F_xray = 1 - np.exp(-depth3 * (1 / lam + 1 / xray_depth))
F_xray_num = share(depth3, lambda z: escape(z) * np.exp(-z / xray_depth), 30 * lam)
assert abs(F_xray - F_xray_num) < 1e-9

# Collection cone: full depth-angle integral against the small-angle estimate
half_angle = 10.0
cone = np.radians(half_angle)


def cone_signal(top, bottom):
    return dblquad(lambda z, th: np.sin(th) * np.exp(-z / (lam * np.cos(th))),
                   0, cone, top, bottom, epsabs=1e-12)[0]


inner, outer = cone_signal(0, depth3), cone_signal(depth3, 30 * lam)
F_cone = inner / (inner + outer)
cone_estimate = 3 * np.exp(-3) * cone**2 / 4
assert abs((F_cone - F3) / cone_estimate - 1) < 0.05

# Elastic scattering: integral equation for the escape function
omega = 0.2
inelastic = lam                        # inelastic mean free path in this test
total_path = (1 - omega) * inelastic
tau_max, cells = 20.0, 800
edges = np.linspace(0, tau_max, cells + 1)
mid = (edges[1:] + edges[:-1]) / 2
width = edges[1] - edges[0]
left = expn(2, np.abs(mid[:, None] - edges[None, :-1]))
right = expn(2, np.abs(mid[:, None] - edges[None, 1:]))
kernel = np.abs(right - left)
np.fill_diagonal(kernel, 2 * (1 - expn(2, width / 2)))
J = np.linalg.solve(np.eye(cells) - omega / 2 * kernel, np.exp(-mid))
J_total = J.sum() * width
J_share = np.concatenate(([0.0], np.cumsum(J))) / J.sum()
tau3 = depth3 / total_path
F_elastic = np.interp(tau3, edges, J_share)
mean_tau = (J * mid).sum() / J.sum()
mean_depth = mean_tau * total_path
F_mean = np.interp(3 * mean_tau, edges, J_share)
t95_elastic = np.interp(0.95, J_share, edges) * total_path

# Independent random walks; each collision scores its direct escape chance
rng = np.random.default_rng(7)
walkers = 400000
start = (np.arange(walkers) + rng.random(walkers)) * tau_max / walkers
position, alive = start.copy(), np.ones(walkers, dtype=bool)
score, weight = np.exp(-start), 1.0
for collision in range(12):
    position += rng.uniform(-1, 1, walkers) * rng.exponential(1.0, walkers)
    alive &= position > 0
    weight *= omega
    score += weight * np.where(alive, np.exp(-np.maximum(position, 0)), 0.0)
walk_total = tau_max * score.mean()
F_walk = score[start < tau3].sum() / score.sum()
walk_mean = (score * start).sum() / score.sum() * total_path
assert abs(walk_total / J_total - 1) < 0.01
assert abs(F_walk - F_elastic) < 0.002
assert abs(walk_mean - mean_depth) < 0.02
assert F_elastic > F3 + 0.01           # three inelastic paths hold more than 95 %
assert abs(F_mean - F3) < 0.01         # three mean depths nearly restore the rule


def points(value):
    return 100 * (value - F3)


print(f"attenuation length (rough input): {lam:.1f} nm")
print(f"thick film thickness: {d_thick:.1f} nm")
print(f"thin gate film thickness: {d_gate:.1f} nm")
print(f"e cubed: {np.exp(3):.3f}")
for m in (1, 2, 3):
    print(f"share within {m} attenuation length(s): {100 * F[m]:.2f} %")
print(f"share within 3 lengths, slab products: "
      f"{100 * cumulative[3 * slabs_per_length - 1]:.2f} %")
print(f"share from below 3 lengths: {100 * (1 - F3):.2f} %")
print(f"three attenuation lengths: {depth3:.2f} nm = {10 * depth3:.1f} angstrom")
print(f"ln 20: {np.log(20):.4f}")
print(f"depth for exactly 95 %: {t95:.3f} nm")
print(f"share within 3 lengths, 20 nm film: {100 * F_finite:.4f} %")
print(f"same share, infinitely thick film: {100 * F3:.4f} %")
print(f"shift from finite thickness: {points(F_finite):+.4f} percentage points")
print(f"gate film: depth for 95 % of its own signal: {t95_gate:.2f} nm")
print(f"share of thick-film signal from top {d_gate:.0f} nm: {100*gate_of_thick:.1f} %")
print(f"emission angle of tilted case: {tilt:.0f} degrees")
print(f"tilted case, share within 3 lengths of depth: {100 * F_tilt:.2f} %")
print(f"tilted case, three-length depth: {depth3 * cos_tilt:.2f} nm")
print(f"half-density top layer thickness: {s_top:.1f} nm")
print(f"half-density top layer, share within 3 lengths: {100 * F_depleted:.2f} %")
print(f"assumed error of attenuation length: {100 * lam_error:.0f} %")
print(f"share within 6 nm, longer length: {100 * F_long:.2f} %")
print(f"share within 6 nm, shorter length: {100 * F_short:.2f} %")
print(f"shift, longer length: {points(F_long):+.2f} percentage points")
print(f"shift, shorter length: {points(F_short):+.2f} percentage points")
print(f"X-ray absorption length (rough input): {xray_length:.0f} nm")
print(f"X-ray elevation above surface: {elevation:.0f} degrees")
print(f"X-ray attenuation depth: {xray_depth:.0f} nm")
print(f"shift from X-ray attenuation: {points(F_xray):+.3f} percentage points")
print(f"collection cone half-angle: {half_angle:.0f} degrees")
print(f"shift from collection cone: {points(F_cone):+.3f} percentage points")
print(f"elastic share of collisions (rough input): {omega:.2f}")
print(f"inelastic mean free path in elastic test: {inelastic:.2f} nm")
print(f"total mean free path in elastic test: {total_path:.2f} nm")
print(f"elastic test, share within 3 inelastic paths: {100 * F_elastic:.2f} %")
print(f"same share from random walks: {100 * F_walk:.2f} %")
print(f"shift from elastic scattering: {points(F_elastic):+.2f} percentage points")
print(f"elastic test, mean emission depth: {mean_depth:.3f} nm")
print(f"elastic test, share within 3 mean depths: {100 * F_mean:.2f} %")
print(f"elastic test, depth for 95 %: {t95_elastic:.2f} nm")
print("finished without a failed check")
```

Printed output:

```
attenuation length (rough input): 2.0 nm
thick film thickness: 20.0 nm
thin gate film thickness: 3.0 nm
e cubed: 20.086
share within 1 attenuation length(s): 63.21 %
share within 2 attenuation length(s): 86.47 %
share within 3 attenuation length(s): 95.02 %
share within 3 lengths, slab products: 95.03 %
share from below 3 lengths: 4.98 %
three attenuation lengths: 6.00 nm = 60.0 angstrom
ln 20: 2.9957
depth for exactly 95 %: 5.991 nm
share within 3 lengths, 20 nm film: 95.0256 %
same share, infinitely thick film: 95.0213 %
shift from finite thickness: +0.0043 percentage points
gate film: depth for 95 % of its own signal: 2.68 nm
share of thick-film signal from top 3 nm: 77.7 %
emission angle of tilted case: 60 degrees
tilted case, share within 3 lengths of depth: 99.75 %
tilted case, three-length depth: 3.00 nm
half-density top layer thickness: 2.0 nm
half-density top layer, share within 3 lengths: 92.72 %
assumed error of attenuation length: 20 %
share within 6 nm, longer length: 91.79 %
share within 6 nm, shorter length: 97.65 %
shift, longer length: -3.23 percentage points
shift, shorter length: +2.63 percentage points
X-ray absorption length (rough input): 500 nm
X-ray elevation above surface: 35 degrees
X-ray attenuation depth: 287 nm
shift from X-ray attenuation: +0.103 percentage points
collection cone half-angle: 10 degrees
shift from collection cone: +0.113 percentage points
elastic share of collisions (rough input): 0.20
inelastic mean free path in elastic test: 2.00 nm
total mean free path in elastic test: 1.60 nm
elastic test, share within 3 inelastic paths: 97.25 %
same share from random walks: 97.26 %
shift from elastic scattering: +2.23 percentage points
elastic test, mean emission depth: 1.695 nm
elastic test, share within 3 mean depths: 95.21 %
elastic test, depth for 95 %: 5.02 nm
finished without a failed check
```
